# A Conservative Finite-Volume Korhonen Solver with Stress-Dependent Diffusivity: verification in Python

```python
"""
Result under test: a blocked interconnect line with constant modulus ends at
the linear stress profile sigma = mean + G (L/2 - x) for any positive
stress-dependent diffusivity, although the transient depends on that law.

Scaled equation: ds/dtau = d/dxi [ exp(a s) (ds/dxi + 1) ], no flux at ends.
  xi  = x/L, x along the electron flow (cathode at 0, anode at 1)
  s   = (stress - initial mean)/(G L), tension positive
  tau = kappa0 t/L^2, kappa0 = D0 B Omega/(k T)
  a   = Omega G L/(k T), strength of the stress dependence of diffusivity
  G   = wind force per atom / atomic volume Omega
  phi = s - (1/2 - xi), distance from the final profile
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import erf, erfc, erfcx, j0, y0

SECOND_ORDER = 1.0 - 1.0 / np.sqrt(2.0)   # L-stable two-stage method
BACKWARD_EULER = 1.0


def centres(cells):
    return (np.arange(cells) + 0.5) / cells


def final_profile(cells):
    return 0.5 - centres(cells)


def graded_times(end, first=1e-6, growth=0.015):
    """Times from 0 to end with geometrically growing steps."""
    count = int(np.ceil(np.log1p(growth * end / first) / np.log1p(growth)))
    steps = (1.0 + growth) ** np.arange(count)
    return np.concatenate(([0.0], np.cumsum(steps) * end / steps.sum()))


def divergence(s, a):
    """Finite-volume rate of change and its tridiagonal Jacobian."""
    h = 1.0 / s.size
    diff = np.exp(a * s)
    drive = np.diff(s) / h + 1.0
    face = 0.5 * (diff[1:] + diff[:-1])
    flux = np.concatenate(([0.0], face * drive, [0.0]))
    d_left = 0.5 * a * diff[:-1] * drive - face / h
    d_right = 0.5 * a * diff[1:] * drive + face / h
    band = np.zeros((3, s.size))
    band[0, 1:] = d_right / h
    band[1, :-1] += d_left / h
    band[1, 1:] -= d_right / h
    band[2, :-1] = -d_left / h
    return np.diff(flux) / h, band


def storage(s, soft):
    """Scaled integral of dsigma/B for B = B0 (1 - soft*s)."""
    return s.copy() if soft == 0 else -np.log1p(-soft * s) / soft


def implicit_stage(guess, target, weight, a, soft):
    s = guess.copy()
    for _ in range(40):
        rate, band = divergence(s, a)
        residual = storage(s, soft) - target - weight * rate
        matrix = -weight * band
        matrix[1] += 1.0 / (1.0 - soft * s)
        change = solve_banded((1, 1), matrix, -residual)
        s = s + change
        if np.max(np.abs(change)) < 1e-9:   # quadratic convergence
            return s
    raise RuntimeError("Newton iteration did not converge")


def evolve(times, cells, a, start=None, soft=0.0, gamma=SECOND_ORDER):
    s = np.zeros(cells) if start is None else start.copy()
    history = [s]
    for dt in np.diff(times):
        old = storage(s, soft)
        stage = implicit_stage(s, old, gamma * dt, a, soft)
        rate = divergence(stage, a)[0]
        target = old + (1.0 - gamma) * dt * rate
        s = implicit_stage(stage, target, gamma * dt, a, soft)
        history.append(s)
    return np.array(history)


# ---------- Example: passivated aluminium line, rough typical values ----------
length = 30e-6            # m
temperature = 473.15      # K
omega = 1.66e-29          # m^3
modulus = 60e9            # Pa
resistivity = 4.5e-8      # ohm m
current = 1e10            # A/m^2
charge_number = 4.0       # magnitude of effective charge
diffusivity0 = 1e-16      # m^2/s at zero stress
kT = const.k * temperature
wind = charge_number * const.e * resistivity * current
gradient = wind / omega
span = gradient * length
kappa0 = diffusivity0 * modulus * omega / kT
time_unit = length**2 / kappa0
a_ex = omega * span / kT

# ---------- Scaling and signs: count atoms directly in SI units ----------
cells, tau_end, steps = 20, 0.05, 4000
dx, dt = length / cells, tau_end * time_unit / steps
excess = np.zeros(cells)                       # added atoms per volume
for _ in range(steps):
    stress = -modulus * omega * excess
    potential = -omega * stress
    mobility = diffusivity0 * np.exp(omega * stress / kT) / (omega * kT)
    atom_flux = np.zeros(cells + 1)
    atom_flux[1:-1] = (0.5 * (mobility[1:] + mobility[:-1])
                       * (wind - np.diff(potential) / dx))
    excess -= dt * np.diff(atom_flux) / dx
scaled = evolve(graded_times(tau_end), cells, a_ex)[-1]
atom_error = np.max(np.abs(-modulus * omega * excess / span - scaled))
assert atom_error < 5e-4

# ---------- Constant diffusivity against the Fourier series ----------
odd = np.arange(1, 400, 2)


def series(xi, tau):
    terms = 4 / (odd * np.pi)**2 * np.exp(-(odd * np.pi)**2 * tau)
    return 0.5 - xi - np.cos(np.pi * np.outer(xi, odd)) @ terms


fv_const = evolve(graded_times(0.05), 200, 0.0)[-1]
series_error = np.max(np.abs(fv_const - series(centres(200), 0.05)))
assert series_error < 1e-4

# ---------- Nonlinear transient against a cosine Galerkin solution ----------
modes = np.arange(1, 41)
nodes, weights = np.polynomial.legendre.leggauss(160)
nodes, weights = 0.5 * (nodes + 1), 0.5 * weights
cosines = np.cos(np.pi * np.outer(modes, nodes))
slopes = -np.pi * modes[:, None] * np.sin(np.pi * np.outer(modes, nodes))


def galerkin_rate(_, amplitude):
    s = 0.5 - nodes + amplitude @ cosines
    return -2 * slopes @ (weights * np.exp(a_ex * s) * (amplitude @ slopes))


begin = np.where(modes % 2 == 1, -4 / (modes * np.pi)**2, 0.0)
galerkin = solve_ivp(galerkin_rate, (0, 0.05), begin, method="BDF",
                     rtol=1e-8, atol=1e-11)
assert galerkin.success
errors = []
for cells in (25, 50):
    averages = (np.cos(np.pi * np.outer(centres(cells), modes))
                * np.sinc(modes / (2 * cells)))
    reference = final_profile(cells) + averages @ galerkin.y[:, -1]
    numeric = evolve(graded_times(0.05, growth=0.01), cells, a_ex)[-1]
    errors.append(np.max(np.abs(numeric - reference)))
error_ratio = errors[0] / errors[1]
assert errors[1] < 3e-4 and 3.0 < error_ratio < 5.0

# ---------- Same final profile for different laws and starts ----------
long_times = graded_times(8.0, growth=0.05)
final_error, mean_error = 0.0, 0.0
for a in (0.0, a_ex, -a_ex, 4.0):
    run = evolve(long_times, 100, a)
    final_error = max(final_error,
                      np.max(np.abs(run[-1] - final_profile(100))))
    mean_error = max(mean_error, np.max(np.abs(run.mean(axis=1))))
uneven = 0.1 + 0.2 * np.cos(3 * np.pi * centres(100)) + 0.1 * centres(100)**2
run = evolve(long_times, 100, a_ex, start=uneven)
uneven_error = np.max(np.abs(run[-1] - uneven.mean() - final_profile(100)))
assert final_error < 1e-10 and uneven_error < 1e-10 and mean_error < 1e-11

# ---------- Backward Euler: maximum principle and decay bound ----------
a_bound, cells, dt = 3.0, 60, 0.02
phi = (evolve(np.arange(41) * dt, cells, a_bound, gamma=BACKWARD_EULER)
       - final_profile(cells))
assert np.all(np.diff(phi.max(axis=1)) < 1e-12)
assert np.all(np.diff(phi.min(axis=1)) > -1e-12)
lowest = 4 * cells**2 * np.sin(np.pi / (2 * cells))**2
norms = np.mean(phi**2, axis=1)
factor = 1 + 2 * dt * np.exp(-a_bound) * lowest
assert np.all(norms[1:] * factor <= norms[:-1] + 1e-14)

# ---------- Early wall stress: +-2 sqrt(tau/pi) + c a tau ----------
def early_integrand(y):
    second = 0.25 * ((1 + 2 * y*y) * erfcx(y) - 2 * y / np.sqrt(np.pi))
    first = np.exp(-y*y) / np.sqrt(np.pi) - y * erfc(y)
    source = (2 * np.exp(-y*y) / np.sqrt(np.pi) * first - erf(y) * erfc(y))
    return second * source


early_c = 4 * np.sqrt(np.pi) * quad(early_integrand, 0, 8, epsabs=1e-12)[0]
tau_early, cells = 4e-3, 400
s = evolve(graded_times(tau_early, first=1e-7), cells, 1.0)[-1]
cathode, anode = s[0] + 0.5 / cells, s[-1] - 0.5 / cells
measured_c = (cathode + anode) / (2 * tau_early)
leading = 0.5 * (cathode - anode)
assert early_c > 0 and abs(measured_c / early_c - 1) < 0.015
assert abs(leading / (2 * np.sqrt(tau_early / np.pi)) - 1) < 0.01

# ---------- Late decay rate against the Bessel condition ----------
def bessel_rate(a):
    def condition(rate):
        z = 2 * np.sqrt(rate) / abs(a) * np.exp(np.array([-1, 1]) * abs(a) / 4)
        return j0(z[0]) * y0(z[1]) - j0(z[1]) * y0(z[0])
    return brentq(condition, 1e-3, np.pi**2)


def measured_rate(a):
    start = evolve(graded_times(1.5), 200, a)[-1]
    end = evolve(np.linspace(0, 0.5, 251), 200, a, start=start)[-1]
    size = [np.max(np.abs(v - final_profile(200))) for v in (start, end)]
    return np.log(size[0] / size[1]) / 0.5


late = {a: (measured_rate(a), bessel_rate(a)) for a in (a_ex, 4.0, -4.0)}
for numeric, analytic in late.values():
    assert abs(numeric / analytic - 1) < 2e-3
    assert numeric < np.pi**2

# ---------- Expanded, non-conservative differencing loses the mean ----------
def expanded_drift(a, cells):
    h = 1.0 / cells

    def rate(_, s):
        padded = np.concatenate(([s[0] + h], s, [s[-1] - h]))
        slope = (padded[2:] - padded[:-2]) / (2 * h)
        curve = (padded[2:] - 2 * s + padded[:-2]) / h**2
        return np.exp(a * s) * (curve + a * slope * (slope + 1))
    out = solve_ivp(rate, (0, 3), np.zeros(cells), method="BDF",
                    rtol=1e-9, atol=1e-12)
    assert out.success
    end = out.y[:, -1]
    assert np.max(np.abs(np.diff(end) / h + 1)) < 1e-6
    return end.mean()


drift_small = expanded_drift(0.2, 20)
drift_formula = -0.2 * 0.05**2 * 0.95 / 8
assert abs(drift_small / drift_formula - 1) < 0.03
drift_ex = expanded_drift(a_ex, 20)

# ---------- Stress-dependent modulus: same slope, shifted offset ----------
def modulus_offset(soft):
    def content(m):
        return quad(lambda x: -np.log1p(-soft * (m + 0.5 - x)) / soft, 0, 1)[0]
    return brentq(content, -0.3, 0.3, xtol=1e-13)


soft_run = evolve(long_times, 100, a_ex, soft=0.5)[-1]
soft_offset = modulus_offset(0.5)
assert abs(soft_run.mean() - soft_offset) < 2e-5
assert np.max(np.abs(np.diff(soft_run) * 100 + 1)) < 1e-8
assert abs(modulus_offset(0.05) / (-0.05 / 24) - 1) < 0.01

# ---------- Example transients ----------
cells = 200
times = graded_times(0.8, growth=0.01)
reach = {}
for name, a in (("constant D", 0.0), ("D(stress)", a_ex)):
    run = evolve(times, cells, a)
    ends = {"cathode": run[:, 0] + 0.5 / cells,
            "anode": -(run[:, -1] - 0.5 / cells)}
    for end, wall in ends.items():
        for part in (0.5, 0.9):
            reach[name, end, part] = np.interp(0.5 * part, wall, times)
for part in (0.5, 0.9):
    exact = brentq(lambda t: series(np.array([0.0]), t)[0] - 0.5 * part,
                   1e-3, 1.0)
    assert abs(reach["constant D", "cathode", part] / exact - 1) < 3e-3
    assert (reach["D(stress)", "cathode", part]
            < reach["constant D", "cathode", part])
    assert (reach["D(stress)", "anode", part]
            > reach["constant D", "anode", part])
snapshots = {}
for name, a in (("constant D", 0.0), ("D(stress)", a_ex)):
    s = evolve(graded_times(0.05), cells, a)[-1]
    middle = 0.5 * (s[cells // 2 - 1] + s[cells // 2])
    snapshots[name] = span / 1e6 * np.array(
        [s[0] + 0.5 / cells, middle, s[-1] - 0.5 / cells])

# ---------- Size of neglected effects, rough inputs ----------
peak = span / 2
critical = 500e6                               # Pa, void nucleation
residual = 100e6                               # Pa, trial residual tension
metal, oxide, oxide_k = 0.5e-6, 1e-6, 1.3      # m, m, W/(m K)
barrier, formation = 0.7 * const.e, 0.67 * const.e
heating = resistivity * current**2 * metal * oxide / oxide_k
heat_effect = np.expm1(barrier / const.k
                       * (1 / temperature - 1 / (temperature + heating)))
vacancies = np.exp((omega * peak - formation) / kT)
vacancy_storage = vacancies * omega * modulus / kT
modulus_slope = 4.5
soft_ex = modulus_slope * span / modulus
assert peak < critical

hour = time_unit / 3600
print(f"length {length*1e6:.0f} um, temperature {temperature:.2f} K")
print(f"current density {current/1e10:.1f} MA/cm2")
print(f"resistivity {resistivity*1e8:.1f} uohm cm, |Z*| {charge_number:.1f}")
print(f"atomic volume {omega*1e27:.4f} nm3, B {modulus/1e9:.0f} GPa")
print(f"D at zero stress {diffusivity0*1e4:.1e} cm2/s")
print(f"kT {kT/const.e:.5f} eV")
print(f"wind force {wind/const.e*1e-9:.3e} eV/nm")
print(f"stress gradient G {gradient/1e12:.3f} MPa/um")
print(f"G L {span/1e6:.1f} MPa, final ends +/-{peak/1e6:.1f} MPa")
print(f"kappa0 {kappa0*1e4:.3e} cm2/s, L^2/kappa0 {hour:.3f} h")
print(f"a {a_ex:.4f}")
print(f"final D/D0: cathode {np.exp(a_ex/2):.3f}, anode {np.exp(-a_ex/2):.3f}")
print(f"snapshot at tau 0.05 = {0.05*hour:.3f} h (cathode, middle, anode)")
for name, v in snapshots.items():
    print(f"  {name}: {v[0]:.1f}, {v[1]:.2f}, {v[2]:.1f} MPa")
print("time to reach part of final end stress")
for (name, end, part), tau in reach.items():
    print(f"  {name}, {end}, {part:.0%}: {tau*hour:.3f} h (tau {tau:.4f})")
print(f"atom count vs solver, max difference {atom_error:.1e} (units G L)")
print(f"Fourier series vs solver, max difference {series_error:.1e}")
print(f"Galerkin vs solver: {errors[0]:.2e} (25), {errors[1]:.2e} (50 cells)")
print(f"error ratio on halving h {error_ratio:.2f}")
print(f"final profile error, four laws {final_error:.1e}")
print(f"final profile error, uneven start {uneven_error:.1e}")
print(f"largest mean-stress error {mean_error:.1e} (units G L)")
print(f"early coefficient c: integral {early_c:.5f}, solver {measured_c:.5f}")
print(f"late rate at a = 0: {np.pi**2:.4f}")
for a, (numeric, analytic) in late.items():
    print(f"late rate at a = {a:.3f}: solver {numeric:.4f}, Bessel {analytic:.4f}")
print(f"slowest decay time, D(stress) {hour/late[a_ex][1]:.3f} h")
print(f"slowest decay time, constant D {hour/np.pi**2:.3f} h")
print(f"expanded form, a 0.2, 20 cells: drift {drift_small:.3e}")
print(f"  drift formula {drift_formula:.3e} (units G L)")
print(f"expanded form, example, 20 cells: drift {drift_ex*span/1e6:.3f} MPa")
print(f"softening b 0.5: offset {soft_run.mean():.5f}, root {soft_offset:.5f}")
print(f"example softening b {soft_ex:.4f} (B' {modulus_slope:.1f})")
print(f"  offset {modulus_offset(soft_ex)*span/1e6:.2f} MPa")
print(f"rough void threshold {critical/1e6:.0f} MPa, "
      f"margin {(critical-peak)/1e6:.0f} MPa")
print(f"residual {residual/1e6:.0f} MPa multiplies D by "
      f"{np.exp(omega*residual/kT):.3f}")
print(f"metal {metal*1e6:.1f} um, oxide {oxide*1e6:.1f} um, "
      f"k {oxide_k:.1f} W/(m K)")
print(f"Joule heating {heating:.2f} K, D rises {heat_effect:.1%} "
      f"(barrier {barrier/const.e:.2f} eV)")
print(f"vacancy/lattice storage {vacancy_storage:.1e} "
      f"(formation {formation/const.e:.2f} eV)")
print(f"elastic-energy correction to slope, peak/B {peak/modulus:.2%}")
print("checks complete")
```

Printed output:

```
length 30 um, temperature 473.15 K
current density 1.0 MA/cm2
resistivity 4.5 uohm cm, |Z*| 4.0
atomic volume 0.0166 nm3, B 60 GPa
D at zero stress 1.0e-12 cm2/s
kT 0.04077 eV
wind force 1.800e-06 eV/nm
stress gradient G 17.373 MPa/um
G L 521.2 MPa, final ends +/-260.6 MPa
kappa0 1.525e-10 cm2/s, L^2/kappa0 16.397 h
a 1.3244
final D/D0: cathode 1.939, anode 0.516
snapshot at tau 0.05 = 0.820 h (cathode, middle, anode)
  constant D: 131.4, -0.00, -131.4 MPa
  D(stress): 135.1, -2.39, -127.5 MPa
time to reach part of final end stress
  constant D, cathode, 50%: 0.806 h (tau 0.0492)
  constant D, cathode, 90%: 3.477 h (tau 0.2120)
  constant D, anode, 50%: 0.806 h (tau 0.0492)
  constant D, anode, 90%: 3.477 h (tau 0.2120)
  D(stress), cathode, 50%: 0.763 h (tau 0.0466)
  D(stress), cathode, 90%: 3.323 h (tau 0.2027)
  D(stress), anode, 50%: 0.858 h (tau 0.0524)
  D(stress), anode, 90%: 3.775 h (tau 0.2302)
atom count vs solver, max difference 9.2e-06 (units G L)
Fourier series vs solver, max difference 3.1e-07
Galerkin vs solver: 3.05e-04 (25), 7.91e-05 (50 cells)
error ratio on halving h 3.86
final profile error, four laws 1.1e-16
final profile error, uneven start 2.2e-16
largest mean-stress error 3.5e-17 (units G L)
early coefficient c: integral 0.11338, solver 0.11334
late rate at a = 0: 9.8696
late rate at a = 1.324: solver 9.4141, Bessel 9.4141
late rate at a = 4.000: solver 6.5774, Bessel 6.5773
late rate at a = -4.000: solver 6.5774, Bessel 6.5773
slowest decay time, D(stress) 1.742 h
slowest decay time, constant D 1.661 h
expanded form, a 0.2, 20 cells: drift -5.943e-05
  drift formula -5.938e-05 (units G L)
expanded form, example, 20 cells: drift -0.214 MPa
softening b 0.5: offset -0.02090, root -0.02090
example softening b 0.0391 (B' 4.5)
  offset -0.85 MPa
rough void threshold 500 MPa, margin 239 MPa
residual 100 MPa multiplies D by 1.289
metal 0.5 um, oxide 1.0 um, k 1.3 W/(m K)
Joule heating 1.73 K, D rises 6.5% (barrier 0.70 eV)
vacancy/lattice storage 2.2e-05 (formation 0.67 eV)
elastic-energy correction to slope, peak/B 0.43%
checks complete
```
